# Mean Chip Leakage with Normally Distributed Transistor Thresholds

## Problem

The transistors of a chip have normally distributed threshold voltages with standard deviation $\sigma=30$ mV. Their subthreshold swing is $S=75$ mV per decade of current. Find the mean leakage of the chip.

These two numbers fix the ratio of the mean leakage to that of a chip whose devices all sit at the mean threshold. A leakage in amperes also needs the number of off devices and the current of one of them. Take therefore the following rough values, typical of a planar low-power logic transistor of the 28 nm class:

- gate width $W=100$ nm and gate length $L=30$ nm;
- mean threshold $\bar V=300$ mV, defined as the gate voltage at which the drain current equals $I_c=100\ \text{nA}\times W/L$ with the drain at the supply voltage;
- supply 0.9 V, temperature 300 K, and $N=10^8$ devices that are off.

(a) Derive the ratio of mean to nominal leakage, and evaluate the mean leakage of the chip.

(b) Which devices carry the leakage, and how much does the answer depend on the tails of the distribution?

(c) How much does the leakage vary from chip to chip if all threshold variation is local, and if a part with standard deviation 10 mV is common to all devices of a chip?

(d) Estimate the effects that the model leaves out, including a single charge trap in each device.

**Assumptions.** An off device has zero gate-source voltage and the full supply across it; series stacks are excluded. For p-channel devices, voltages mean magnitudes. All devices have the same $S$ and $I_c$ and are in weak inversion. The 30 mV is the total spread, over devices and over chips. "Nominal" refers to a device at the mean threshold.

## Solution

### (a) The mean leakage

In weak inversion the drain current changes by one decade for each $S$ of gate voltage. Since it equals $I_c$ at $V_g=V_t$,

$$I(V_g)=I_c\,10^{(V_g-V_t)/S}.$$

Because the threshold is defined with the drain at the supply, the lowering of the barrier by the drain is already contained in $V_t$. Set $V_g=0$ and write $V_t=\bar V+x$, where $x$ is the deviation of one device from the mean:

$$I=I_c\,10^{-\bar V/S}\,10^{-x/S}=I_{\rm nom}\,10^{-x/S},\qquad I_{\rm nom}=I_c\,10^{-\bar V/S}.$$

A low threshold, $x<0$, gives a large leakage. Now let $x=\sigma z$, with $z$ a standard normal variable, and use $10^{a}=e^{a\ln 10}$:

$$\frac{I}{I_{\rm nom}}=e^{-sz},\qquad s=\frac{\sigma\ln 10}{S}.$$

The number $s$ is the spread of the natural logarithm of the current. Its mean value over devices is

$$\frac{\langle I\rangle}{I_{\rm nom}}=\frac{1}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-sz-z^2/2}\,dz .$$

Completing the square in the exponent gives

$$-sz-\frac{z^2}{2}=-\frac{z^2+2sz+s^2}{2}+\frac{s^2}{2}=-\frac{(z+s)^2}{2}+\frac{s^2}{2}.$$

The factor $e^{s^2/2}$ does not depend on $z$ and leaves the integral. What remains is a normal density centred at $z=-s$, whose integral is one. Hence

$$M\equiv\frac{\langle I\rangle}{I_{\rm nom}}=e^{s^2/2}=\exp\!\left[\frac12\left(\frac{\sigma\ln10}{S}\right)^2\right].$$

The chip leakage is the sum of the device currents. The mean of a sum is the sum of the means, whether or not the terms are correlated, so

$$\boxed{\langle I_{\rm chip}\rangle=N\,I_{\rm nom}\,e^{s^2/2}}$$

For the given data,

$$s=\frac{30\times2.3026}{75}=0.921,\qquad M=e^{0.921^2/2}=1.528.$$

The mean leakage is about 53% above nominal. Direct quadrature of the average also gives 1.528.

The currents follow. The criterion current is $100\ \text{nA}\times100/30=333.3$ nA, and $\bar V/S=300/75=4$ decades, so

$$I_{\rm nom}=333.3\ \text{nA}\times10^{-4}=33.33\ \text{pA}.$$

The nominal chip leakage is $10^8\times33.33\ \text{pA}=3.333$ mA, and

$$\langle I_{\rm chip}\rangle=1.528\times3.333\ \text{mA}\approx5.09\ \text{mA}.$$

At 0.9 V this is a mean standby power of about 4.6 mW.

**Why the mean is not nominal.** The mean threshold inserted into the current law would give $M=1$. That fails because the exponential is convex: a device 30 mV below the mean gains more current than a device 30 mV above it loses. For small $s$ the excess is

$$M=1+\frac{s^2}{2}+\frac{s^4}{8}+\cdots .$$

The first two terms give 1.424 here, which misses about a fifth of the excess over one. The series has to be carried further because $s$ is close to one.

**Sensitivity.** Since $\ln M=s^2/2$ and $s\propto\sigma/S$,

$$\frac{d\ln M}{d\ln\sigma}=s^2=0.85,\qquad \frac{d\ln M}{d\ln S}=-s^2 .$$

A small relative error in $\sigma$ thus enters $M$ multiplied by 0.85. For large changes the growth is much faster: doubling $\sigma$ at fixed $S$ multiplies $\ln M$ by four, so that $M$ becomes $1.528^4\approx5.5$.

### (b) Which devices leak

The completed square shows where the leakage comes from. Weighted by current, the thresholds are again normally distributed with standard deviation $\sigma$, but their centre has moved from $z=0$ to $z=-s$, that is, to

$$x_{\rm peak}=-s\sigma=-\frac{\sigma^2\ln10}{S}=-27.6\ \text{mV}.$$

Devices near this threshold are less numerous than those at the mean, but each leaks more, and the product is largest there.

The share of the leakage carried by devices with below-mean threshold is the part of the shifted density at $z<0$. With $\Phi$ the cumulative normal distribution,

$$\frac{1}{M}\int_{-\infty}^{0}e^{-sz}\frac{e^{-z^2/2}}{\sqrt{2\pi}}\,dz=\int_{-\infty}^{0}\frac{e^{-(z+s)^2/2}}{\sqrt{2\pi}}\,dz=\Phi(s)=82\%.$$

Half of the devices carry 82% of the current. A device leaks more than the mean if $-sz>s^2/2$, or $z<-s/2$. This holds for a fraction $\Phi(-s/2)=32\%$ of them. The median device has $z=0$ and leaks $I_{\rm nom}$.

One may also ask by how much the threshold of a perfectly uniform chip would have to be lowered to give the same mean leakage. The lowering $d$ satisfies $10^{d/S}=e^{s^2/2}$, so

$$d=\frac{S}{\ln10}\,\frac{s^2}{2}=\frac{\sigma^2\ln10}{2S}=13.8\ \text{mV}.$$

This is half the shift of the peak. In terms of mean leakage, the variability costs 13.8 mV of threshold.

**Dependence on the tails.** Suppose that the distribution ends at $\pm k\sigma$, for instance because outliers are absent or rejected. The same completed square, with finite limits and with the density normalized to the devices kept, gives

$$M_k=e^{s^2/2}\,\frac{\Phi(k-s)-\Phi(-k-s)}{2\Phi(k)-1}.$$

The limits $z=\pm k$ have become $z+s=\pm k+s$, and the symmetry $\Phi(a)=1-\Phi(-a)$ brings the numerator to the form shown. For $k=3$ the result is 1.504, or 1.6% below the full value. For a normal distribution the answer therefore rests on the body and the near tail, about one standard deviation below the mean. The normal shape is itself an assumption, however. A two-sided exponential distribution with the same standard deviation would give $1/(1-s^2/2)=1.74$ instead of 1.53. That value rests on the far tail: cut at $\pm3\sigma$ it falls to 1.43. The formula holds only for $s^2<2$, or $\sigma<46$ mV at this swing; beyond that the average of the pure exponential law diverges. For larger $s$ the centre $z=-s$ moves outwards, and the far tail matters more.

### (c) Variation from chip to chip

Split the threshold deviation into a part common to one chip and a local part that is independent for each device:

$$x_i=\sigma_g\,g+\sigma_l\,z_i,\qquad \sigma_g^2+\sigma_l^2=\sigma^2,$$

where $g$ and all $z_i$ are independent standard normal variables. Define $s_g=\sigma_g\ln10/S$ and $s_l=\sigma_l\ln10/S$, so that $s_g^2+s_l^2=s^2$. The chip leakage relative to nominal is

$$Y=\frac1N\sum_{i=1}^{N}e^{-s_g g-s_l z_i},\qquad \langle Y\rangle=e^{s_g^2/2}e^{s_l^2/2}=e^{s^2/2}.$$

The mean does not depend on the split. For the variance, the square of the sum has $N$ terms with equal indices and $N(N-1)$ with different ones. The rule $\langle e^{-az}\rangle=e^{a^2/2}$ gives for the two kinds

$$\langle e^{-2s_g g-2s_l z_i}\rangle=e^{2s_g^2+2s_l^2},$$

$$\langle e^{-2s_g g}\rangle\langle e^{-s_l z_i}\rangle\langle e^{-s_l z_j}\rangle=e^{2s_g^2+s_l^2}.$$

Dividing by $\langle Y\rangle^2=e^{s_g^2+s_l^2}$,

$$\frac{\langle Y^2\rangle}{\langle Y\rangle^2}=\frac1N e^{s_g^2+s_l^2}+\left(1-\frac1N\right)e^{s_g^2}=e^{s_g^2}\left[1+\frac{e^{s_l^2}-1}{N}\right].$$

Subtracting one gives the relative variance, whose square root is the relative standard deviation:

$$\frac{\Delta Y}{\langle Y\rangle}=\sqrt{e^{s_g^2}\left[1+\frac{e^{s_l^2}-1}{N}\right]-1}.$$

*All variation local.* With $s_g=0$ this reduces to $\sqrt{(e^{s^2}-1)/N}$, which is 0.012% of the mean for $N=10^8$. Practically every chip then has the mean leakage. The relative standard deviation is small only if $e^{s^2}\ll N$. The variance is weighted towards $z=-2s$, so devices rarer than one per chip dominate it already from about $s^2=\frac12\ln N$, before this condition fails. For still larger $s$, near $s^2=2\ln N$, they would carry much of the mean as well, and a typical chip would leak clearly less than the mean.

*A common part of 10 mV.* The local part is $\sqrt{30^2-10^2}=28.3$ mV. For large $N$ the bracket tends to one and the spread to $\sqrt{e^{s_g^2}-1}$, which is 31%. More devices do not reduce it, because they all move together. In the same limit

$$Y\to e^{s_l^2/2}\,e^{-s_g g},$$

so the median chip, with $g=0$, has the multiplier $e^{s_l^2/2}=1.458$ and leaks $1.458\times3.333\approx4.86$ mA. The mean over chips remains 5.09 mA. It lies above the median because chips with a low common threshold gain more current than those with a high one lose.

In a simulation of 20 000 chips with 400 devices each, the mean multiplier was 1.529 with all variation local and 1.528 with the 10 mV common part, against 1.528 from the formula.

If the quoted 30 mV were the spread within one chip, and not the total, $M$ would be the multiplier at that chip's own mean threshold. Variation between chips would then add a further factor $e^{s_g^2/2}$ to the mean over chips.

### (d) What the model leaves out

**The onset of strong inversion.** The pure exponential overstates how much more a device with very low threshold leaks than a nominal one. A smooth interpolation between weak and strong inversion is

$$I\propto\ln^2\!\left(1+e^{u/2}\right),\qquad u=\frac{V_g-V_t}{n\phi_t},$$

with $\phi_t=k_BT/q=25.85$ mV and $n=S/(\phi_t\ln10)=1.26$. For $u\ll0$, $\ln(1+e^{u/2})\approx e^{u/2}$, and the exponential law with swing $S$ returns. Averaging the interpolated current at $V_g=0$, with its mean threshold set to 300 mV, gives a multiplier of 1.518, which is 0.7% lower. If the criterion current lies in weak inversion, as assumed here, the threshold of the interpolation is higher than 300 mV and the correction to the multiplier is smaller still.

The current in amperes is more sensitive, because the exponential law was extended from $I_c$ down to zero gate voltage. Suppose that $\ln^2(1+e^{u/2})=0.1$ at the criterion, which is only moderately weak inversion. Then $e^{u/2}=e^{\sqrt{0.1}}-1=0.372$, and the exponential that holds far below threshold has the value $e^u=0.138$ there instead of 0.1. The nominal leakage is thus about 1.4 times the value used in (a), and the mean leakage of the chip is about 7 mA instead of 5.1 mA. The figure in (a) needs a criterion current deep in weak inversion; even at 0.01 the mean would be 5.6 mA. The example device is not that deep. The prefactor of the interpolation is $2n\mu C_{\rm ox}\phi_t^2\,W/L$. With an equivalent oxide thickness of 1.2 nm and an assumed mobility of 200 cm²/Vs it is about $970\ \text{nA}\times W/L$, which puts the criterion at 0.10. Mobilities from 400 down to 100 cm²/Vs give 0.05 to 0.21 and a chip mean of 6.4 to 8.1 mA. If $S$ is the swing far below threshold, 5.1 mA is therefore an underestimate for this device, while the multiplier stays near 1.52.

**Spread of the swing.** Let $S$ also vary, with a standard deviation of 2 mV per decade, while $I_c$ stays fixed. The leakage is four decades below $I_c$, so a small change $\delta S$ changes its logarithm noticeably. To first order,

$$\delta\ln I=-\frac{\ln10}{S}\,x+\frac{\bar V\ln10}{S^2}\,\delta S .$$

If $x$ and $\delta S$ are independent, the numerical average of the full expression $I_c10^{-V_t/S}$ gives 1.558, an increase of 2%. If they are negatively correlated, the two terms tend to have the same sign, and the variance of $\ln I$ grows by twice their covariance. Geometry can cause this: in a gate shorter than intended, the drain both lowers the threshold and weakens the control of the gate over the barrier. For an assumed correlation of $-0.5$ the multiplier is 1.70, or 11% above the basic result.

**Leakage that does not follow the threshold.** Assume a gate tunnelling density of 0.1 A/cm² over the whole gate area, which gives 3 pA per device, and a gate-induced drain leakage of 1 pA per device. Together they add 0.4 mA to the chip. The total mean becomes $5.09+0.40=5.49$ mA, while the ratio of mean to nominal falls to

$$\frac{5.094+0.4}{3.333+0.4}=1.472.$$

The added current raises both numerator and denominator and so dilutes the effect of threshold variability.

**A single trap.** An electron captured at the oxide interface of an n-channel device raises its threshold. If the charge is treated as a uniform sheet over the gate, the step is

$$\delta=\frac{q}{C_{\rm ox}WL},\qquad C_{\rm ox}=\frac{3.9\,\varepsilon_0}{1.2\ \text{nm}},$$

for an equivalent oxide thickness of 1.2 nm. This gives $\delta=1.86$ mV. The leakage of that device switches between two levels with ratio $10^{\delta/S}=1.059$, a random telegraph signal of about 6%.

For the chip mean, let every device have one such trap, occupied half of the time and independent of the rest of the threshold. The average threshold shift is absorbed in $\bar V$, which leaves steps of $\pm\delta/2$ with equal weight. They multiply the mean by

$$\frac12\left(10^{\delta/2S}+10^{-\delta/2S}\right)=\cosh\!\left(\frac{\delta\ln10}{2S}\right)\approx1+\frac12\left(\frac{\delta\ln10}{2S}\right)^2 .$$

The increase is 0.04%. It is quadratic in $\delta$ because the first-order changes cancel. A real channel current is uneven, and a trap above a critical spot can have a larger step than the charge sheet gives. With a step five times larger in every device, the increase would still be only 1%. If the steps are instead exponentially distributed about these two mean sizes, the increases are 0.12% and 2.5%. At a fixed mean threshold, a trap can thus be plain in the current of one transistor and negligible in the mean of the chip. Traps added to existing devices would also raise the mean threshold by $\delta/2$. The mean leakage would then change by the factor $\frac12(1+10^{-\delta/S})=0.972$, a fall of about 2.8% for $\delta=1.86$ mV.

**Temperature of use.** At 85 °C, or 358 K, with $n$ fixed, the swing grows in proportion to temperature to 89.5 mV per decade. Assume that the threshold falls by 0.7 mV/K, to 259.3 mV, and hold $\sigma$ and $I_c$ fixed. The multiplier drops to 1.347, because the same threshold spread now covers fewer decades of current. The nominal leakage, however, rises to

$$10^8\times333.3\ \text{nA}\times10^{-259.3/89.54}\approx42\ \text{mA},$$

and the mean to $1.347\times42.4\approx57$ mA, about 11 times its value at 300 K. Of the effects considered, this is by far the largest for the current in amperes.

### The example beside real devices

The dimensions, supply and threshold are rough values for the named class. The local spread of 28.3 mV corresponds to a single-device area coefficient $\sigma_l\sqrt{WL}=1.55$ mV µm, a plausible size for planar transistors. The swing of 75 mV per decade is favourable for a planar bulk gate of this length; values nearer 90 are more representative. At 90 mV per decade, with $\sigma$, $\bar V$ and $I_c$ fixed, the multiplier would be about 1.34, but the nominal current would rise by $10^{300/75-300/90}\approx4.6$. Real devices also break the assumption of a common swing, which moved the multiplier by up to 11% in the cases above. Finally, a real chip mixes widths and threshold classes. For unstacked devices the boxed result is then replaced by $\sum_i I_{{\rm nom},i}\,e^{s_i^2/2}$, with the values of each class. Series stacks need a separate calculation.

Within the basic model, the multiplier of about 1.5 follows from the two given numbers alone, whereas the 5.1 mA holds for the stated device, count and temperature, and only if the exponential law is accurate up to $I_c$, which for this device is not quite the case: the interpolated law of (d) gives about 7 mA. The main values are collected in the numerical output.

## Computed values

```
threshold standard deviation: 30 mV
subthreshold swing: 75 mV/decade
s = ln(10) sigma/S: 0.921
multiplier exp(s^2/2): 1.528
multiplier by quadrature: 1.528
second-order estimate 1+s^2/2: 1.424
peak of leakage below mean threshold: 27.63 mV
equivalent uniform threshold lowering: 13.82 mV
leakage share of below-mean thresholds: 82.15 %
devices leaking more than the mean: 32.26 %
multiplier, cut at 3 sigma: 1.504
simulated multiplier, all local: 1.529
simulated multiplier, partly common: 1.528
gate width: 100 nm
gate length: 30 nm
mean threshold: 300 mV
criterion current: 333.3 nA
nominal device leakage: 33.33 pA
off devices: 1e+08
nominal chip leakage: 3.333 mA
MEAN CHIP LEAKAGE: 5.094 mA
supply: 0.9 V
mean standby power: 4.585 mW
common part of sigma: 10 mV
local part of sigma: 28.28 mV
single-device area coefficient: 1.55 mV um
chip spread, all local: 0.0116 %
chip spread, partly common: 31.4 %
median-chip multiplier, partly common: 1.458
thermal voltage at 300 K: 25.85 mV
slope factor n: 1.26
multiplier, smooth inversion law: 1.518
swing standard deviation: 2 mV/decade
multiplier, independent swing spread: 1.558
swing-threshold correlation: -0.5
multiplier, correlated swing spread: 1.7
gate tunnelling density: 0.1 A/cm2
gate tunnelling per device: 3 pA
gate-induced drain leakage per device: 1 pA
floor current of chip: 0.4 mA
multiplier of total with floor: 1.472
equivalent oxide thickness: 1.2 nm
single-trap threshold step: 1.86 mV
single-trap current ratio: 1.059
trap effect on chip mean: 0.041 %
same, step five times larger: 1 %
temperature of use: 358.15 K
threshold fall with temperature: 0.7 mV/K
hot swing: 89.54 mV/decade
hot mean threshold: 259.3 mV
hot multiplier: 1.347
hot nominal chip leakage: 42.4 mA
hot mean chip leakage: 57 mA
hot over 300 K mean leakage: 11.2
```
